\section*{Errors of special-point zone averages for the fcc lattice}

\section*{Problem}

The fcc lattice of cube edge $a$ has vectors $\mathbf R=\tfrac a2\mathbf n$, with $\mathbf n$ integer and $n_1+n_2+n_3$ even. Wave vectors are in units of $2\pi/a$, so the Bloch phase is $e^{i\pi\mathbf k\cdot\mathbf n}$, and reciprocal vectors have integer components, all even or all odd. The group $O_h$ has 48 operations $T$: 6 permutations times 8 sign choices. A star is an $O_h$ orbit of $\mathbf n$, with $N_{\mathbf n}$ members. For points $\mathbf k_i$ with weights $w_i$ summing to one, define
\begin{equation}
A_{\mathbf n}(\mathbf k)=\sum_{\mathbf m\in\text{star}}e^{i\pi\mathbf k\cdot\mathbf m},\qquad S_{\mathbf n}=\sum_i w_iA_{\mathbf n}(\mathbf k_i).
\end{equation}
A set fails at a star with $S_{\mathbf n}\neq0$. The Chadi--Cohen pair is $\mathbf k_1=(\tfrac34,\tfrac14,\tfrac14)$, $w_1=\tfrac34$, and $\mathbf k_2=(\tfrac14,\tfrac14,\tfrac14)$, $w_2=\tfrac14$. The ten-point set, written as $(8\mathbf k)_{32w}$, is $(731)_6$, $(711)_3$, $(551)_3$, $(533)_3$, $(531)_6$, $(511)_3$, $(333)_1$, $(331)_3$, $(311)_3$, $(111)_1$.

(a) Express the error of $\sum_iw_if(\mathbf k_i)$ as a zone average through $S_{\mathbf n}$. (b) Find all failing stars of the pair and the shortest one. (c) Do the same for the ten points. (d) Apply both sets to the lower band of a rock-salt model with on-site energies $\pm\Delta$ and nearest-neighbour hopping $t$, taking $\Delta=2$ eV and $t=1$ eV.

\section*{Hints}

\begin{enumerate}
\item Write $A_{\mathbf n}$ as a sum over the group and do the sign sums first.
\item Relate $\cos(3\pi n/4)$ to $\cos(\pi n/4)$.
\item Unfold each point into its orbit and count. On a uniform mesh the sum factorizes.
\item Powers of the hopping function count lattice walks.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The error formula}

Let $f$ be periodic in the reciprocal lattice, invariant under $O_h$, and have an absolutely convergent Fourier series. Periodicity admits only lattice vectors, and invariance makes the coefficient $f_{\mathbf n}$ common to a star, so $f=f_0+\sum_{\text{stars}}f_{\mathbf n}A_{\mathbf n}$. The cube $0\le k_j<2$ has volume 8 and covers the zone, of volume 4, twice. Since $\int_0^2e^{i\pi kn}dk=0$ for $n\ne0$, the zone average is $f_0$, and
\begin{equation}
\sum_iw_if(\mathbf k_i)-f_0=\sum_{\text{stars}}f_{\mathbf n}S_{\mathbf n}.
\label{err}
\end{equation}
The symmetry is essential. For the single wave $\cos\pi(k_1-k_2)$, whose average is zero, the pair gives $\tfrac34\cos\tfrac\pi2+\tfrac14\cos0=\tfrac14$.

As $T$ runs over the group, $T\mathbf n$ meets each member of the star $48/N_{\mathbf n}$ times. Each sign sum gives $e^{ix}+e^{-ix}=2\cos x$, and $2^3/48=1/6$:
\begin{equation}
\frac{A_{\mathbf n}(\mathbf k)}{N_{\mathbf n}}=\frac1{48}\sum_Te^{i\pi\mathbf k\cdot T\mathbf n}=\frac16\sum_\sigma\prod_{j=1}^3\cos(\pi k_jn_{\sigma(j)}).
\label{cos}
\end{equation}

\subsection*{(b) The pair}

Put $C=\prod_j\cos(\pi n_j/4)$. At $\mathbf k_2$ every permutation gives $C$. At $\mathbf k_1$ the first factor is $\cos(\pi n-\pi n/4)=(-1)^n\cos(\pi n/4)$, and each $n_j$ occupies the first place in two of the six permutations. Hence
\begin{align}
A_{\mathbf n}(\mathbf k_1)&=\tfrac13N_{\mathbf n}C\sum_j(-1)^{n_j},\qquad A_{\mathbf n}(\mathbf k_2)=N_{\mathbf n}C,\\
\frac{S_{\mathbf n}}{N_{\mathbf n}}&=\tfrac14\Big[1+\sum_j(-1)^{n_j}\Big]C .
\end{align}
An even sum allows either two odd components or none. With two odd, the bracket is $1+1-1-1=0$. With none, the bracket is 4, and $\cos(\pi n/4)$ vanishes for $n\equiv2\pmod4$ and equals $(-1)^p$ for $n=4p$. With $M=4$,
\begin{equation}
\frac{S_{\mathbf n}}{N_{\mathbf n}}=\begin{cases}(-1)^{p_1+p_2+p_3},&\mathbf n=M\mathbf p,\ \mathbf p\text{ integer},\\0,&\text{otherwise.}\end{cases}
\label{rule}
\end{equation}
The failing vectors form a simple cubic lattice of edge $2a$. The shortest is $\mathbf n=(4,0,0)$, $\mathbf R=(2a,0,0)$, with $S=-6$; then come $(4,4,0)$ with $+12$ and $(4,4,4)$ with $-8$. The seven shorter stars (110), (200), (211), (220), (310), (222), (321) are exact. No other star has $n^2=16$: squares are 0 or 1 modulo 4, so three squares summing to a multiple of 4 are all even, and halving twice leaves $n^2=1$.

The weights are forced by (110), where $C=\tfrac12$ and $N=12$: $A(\mathbf k_1)=\tfrac13\cdot12\cdot\tfrac12\cdot(-1)=-2$, $A(\mathbf k_2)=6$, and $-2w_1+6(1-w_1)=0$ gives $w_1=\tfrac34$. No weight can repair (400), because $A=-6$ at both points.

\subsection*{(c) The ten points}

No coordinate vanishes, so an orbit has $8\times6$, $8\times3$ or $8\times1$ points for three, two or one distinct values: 48, 24, 24, 24, 48, 24, 8, 24, 24, 8, in total 256, and each weight equals orbit size over 256. All these points obey $|k_j|\le\tfrac78$ and $\sum_j|k_j|\le\tfrac{11}8$, so a difference $\mathbf d$ of two has $|d_j|<2$ and $\sum_j|d_j|<3$. A nonzero reciprocal vector has a component of size at least 2 (all even) or absolute sum at least 3 (all odd). The 256 points are therefore inequivalent.

The mesh $k_j=v_j/8$ with $v_j$ odd has $8^3=512$ points per cube of side 2, which the shift $(1,1,1)$ pairs into 256 classes. The orbits thus fill the mesh once. As $A_{\mathbf n}$ is invariant and periodic, $S_{\mathbf n}$ is its plain average over the cube mesh, and each exponential factorizes into $g(n_1)g(n_2)g(n_3)$, where for $M=8$
\begin{equation}
g(n)=\frac1M\sum_{m=0}^{M-1}e^{i\pi(2m+1)n/M}=e^{i\pi n/M}\,\frac1M\sum_{m=0}^{M-1}\big(e^{2\pi in/M}\big)^m .
\end{equation}
With $z=e^{2\pi in/M}$ the geometric sum is $(z^M-1)/(z-1)=0$ unless $z=1$, that is $n=Mp$; then it equals $M$ and $g=e^{i\pi p}=(-1)^p$. This value is unchanged by signs and permutations, so all members of a star agree, and \eqref{rule} holds with $M=8$. The first failure is $\mathbf n=(8,0,0)$, $\mathbf R=(4a,0,0)$, $S=-6$, and three halvings show it to be the only star with $n^2=64$. Enumeration gives 39 exact stars below it on 29 lengths, since stars such as (330) and (411) share a length. The same argument with $M=4$ and orbits $24+8=32=4^3/2$ reproduces (b): each set is a shifted simple cubic mesh reduced by symmetry, and it cannot tell a wave with the period of the mesh from a constant $\pm1$.

\subsection*{(d) Rock-salt model}

The six neighbours lie at $\tfrac a2(\pm1,0,0)$ and permutations, so
\begin{equation}
H=\begin{pmatrix}\Delta&h\\h&-\Delta\end{pmatrix},\quad h=-2t\sum_j\cos\pi k_j,\quad E=-\sqrt{\Delta^2+h^2},
\end{equation}
because $H^2=(\Delta^2+h^2)\,1$ and $\operatorname{tr}H=0$. A shift by $(1,1,1)$ reverses $h$ and leaves $E$ unchanged, so (a) applies.

Multiplying out gives $h^m=(-t)^m\sum_{\mathbf n}W_m(\mathbf n)e^{i\pi\mathbf k\cdot\mathbf n}$, where $W_m(\mathbf n)$ counts $m$-step simple cubic walks ending at $\mathbf n$. Reaching $(M,0,0)$ takes at least $M$ steps, and one walk does it in $M$. A set is therefore exact for even $m<M$ and short by $6t^M$ at $m=M$. For the pair $h^2=2t^2$ and $18t^2$, so in units of $t^m$
\begin{align}
m=2:&\quad\tfrac34\cdot2+\tfrac14\cdot18=6=W_2(0),\\
m=4:&\quad\tfrac34\cdot4+\tfrac14\cdot324=84=90-6\cdot1,\\
m=6:&\quad\tfrac34\cdot8+\tfrac14\cdot5832=1464=1860-6\cdot66 .
\end{align}
The ten points return 6, 90, 1860 and then $44724=44730-6$.

For $\Delta>6t$ the expansion $E=-\Delta-h^2/2\Delta+h^4/8\Delta^3-h^6/16\Delta^5+5h^8/128\Delta^7-\dots$ converges everywhere, and to leading order in $t/\Delta$ the errors are $-6t^4/8\Delta^3$ and $-30t^8/128\Delta^7$. At $\Delta=2t$ it diverges over part of the zone, and the coefficients are taken from Gauss--Legendre quadrature, which gives $f_0=-2.99620096$ eV. The many digits serve only to resolve the integration error of the model.

The pair has $h=-1.414214$ and $-4.242641$ eV, so
\begin{equation}
\tfrac34(-2.449490)+\tfrac14(-4.690416)=-3.009721\ \text{eV},
\end{equation}
an error of $-1.352\times10^{-2}$ eV, or 0.45\% of $|f_0|$. For the ten points, (731) and (533) share one energy, as do (711) and (531):
\begin{align}
&9(2.141445+2.722905)+3(2.024970+3.547645+3.926094+4.888711)\nonumber\\
&\quad+3.045009+5.893040=95.87946,
\end{align}
and division by $-32$ gives $-2.996233$ eV. Before rounding the value is $-2.99623322$ eV, an error of $-3.226\times10^{-5}$ eV, 419 times smaller than that of the pair.

In \eqref{err} the pair's stars (400), (440), (444), (800) contribute
\begin{equation}
(-9.754-2.367-1.647+0.032)\times10^{-3}=-13.736\times10^{-3}\ \text{eV},
\end{equation}
the first being $-6f_{400}$ with $f_{400}=1.6257\times10^{-3}$ eV. The first failing star supplies 72\% of the error, and stars not listed supply about $+0.22\times10^{-3}$ eV. For the ten points $-6f_{800}=-3.230\times10^{-5}$ eV is close to the full error, yet adding $12f_{880}=+0.645\times10^{-5}$ eV moves the sum away, to $-2.585\times10^{-5}$ eV. Farther stars supply the remaining $-0.641\times10^{-5}$ eV, so the closeness of the first term rests on a cancellation. The first failing vector locates where error can enter; its size needs the $f_{\mathbf n}$.

Those decay exponentially because of the gap. Continuing $\pi k_1\to\pi k_1+iy$ gives $\operatorname{Im}h=2t\sin\pi k_1\sinh y$. The root is analytic unless $h^2\le-\Delta^2$, which needs $|\operatorname{Im}h|\ge\Delta$. Shifting the contour then yields $|f_{\mathbf n}|\le c_y\,e^{-y|n_1|}$ for any $y<\operatorname{arsinh}(\Delta/2t)=0.8814$, an upper bound on the size of the coefficients, not their value. As $\Delta\to0$, $E\to-|h|$ has a kink and the exponential bound is lost. The error still shrinks from the pair to the ten points, but far less: at $\Delta=0$, where $f_0=-2.0048$ eV, the pair errs by $-0.116$ eV and the ten points by $-0.014$ eV, a gain of about 8 instead of 419. On the shifted meshes $k_j=(2m+1)/M$ at $\Delta=0$ the error falls at each doubling of $M$ from 4 to 256, but not at every step: it is $+0.002$ eV for $M=12$ and $+0.006$ eV for $M=14$. The numerical check below tests \eqref{rule} against explicit star sums, the moments against walk counts, and both errors against the signed series cut at $|n_j|\le32$.

\section*{Variation 1: the unshifted mesh}

\emph{Where does the $\Gamma$-centred mesh $k_j=m_j/2$ first fail, and how many irreducible points has it?}

Now $g(n)=\tfrac14\sum_{m=0}^3e^{2\pi imn/4}$ lacks the prefactor and equals 1 for $4\mid n$, otherwise 0. The failing lattice is that of the pair with all signs positive: first failure at $(2a,0,0)$, $S=+6$. Modulo 2 the coordinates are $0$, $1$, $\pm\tfrac12$, and the shift $(1,1,1)$ exchanges $0\leftrightarrow1$ and $\tfrac12\leftrightarrow-\tfrac12$. Sort the 64 cube points by the number of half-integer coordinates. None: 8 points, 4 classes, namely $(000)$ once and $(100)$ three times. One: 24 points, 12 classes, six of type $(\tfrac1200)$ and six of type $(\tfrac1210)$. Two: 24 points, 12 classes of type $(\tfrac12\tfrac120)$. Three: 8 points, 4 classes. This makes 6 irreducible points for the same 32 classes. The shift changes signs and cost, not the failing set.

\section*{Variation 2: doubling}

\emph{Obtain the ten-point result from the pair and $\mathbf q=(\tfrac18,\tfrac18,\tfrac18)$.}

Exchange the sums and use $T\mathbf q\cdot\mathbf m=\mathbf q\cdot T^{-1}\mathbf m$ with \eqref{cos}:
\begin{equation}
\frac1{48}\sum_TA_{\mathbf n}(\mathbf k+T\mathbf q)=\sum_{\mathbf m}e^{i\pi\mathbf k\cdot\mathbf m}\frac1{48}\sum_Te^{i\pi\mathbf q\cdot T^{-1}\mathbf m}=A_{\mathbf n}(\mathbf k)\frac{A_{\mathbf n}(\mathbf q)}{N_{\mathbf n}}.
\end{equation}
Unfolded, the points $\mathbf k_i+T\mathbf q$ with weights $w_i/48$ are the 32 mesh points, each displaced by the eight vectors $(\pm\tfrac18,\pm\tfrac18,\pm\tfrac18)$ with equal weight. Every odd $v$ is uniquely a number $\equiv2\pmod4$ plus or minus one, so these $32\times8$ points are the mesh of (c). Thus $S^{\rm ten}_{\mathbf n}=S^{\rm pair}_{\mathbf n}\prod_j\cos(\pi n_j/8)$. For $\mathbf n=4\mathbf p$ the factor is $\prod_j\cos(\pi p_j/2)$, zero unless $\mathbf p=2\mathbf p'$. Then the pair's sign is $+1$ and the factor is $(-1)^{p'_1+p'_2+p'_3}$, which is \eqref{rule} with $M=8$.

\section*{Computed results}
\begin{verbatim}
k in 2pi/a, R=(a/2)n; pair k1=(3/4,1/4,1/4) w=3/4, k2=(1/4,1/4,1/4) w=1/4
n  |R|^2/a^2  N  A(k1)  A(k2)  S_pair  S_ten (dimensionless)
(1, 1, 0) 0.5 12 -2.0 6.0 0.0 0.0
(2, 0, 0) 1.0 6 0.0 0.0 0.0 0.0
(2, 1, 1) 1.5 24 0.0 0.0 0.0 0.0
(2, 2, 0) 2.0 12 0.0 0.0 0.0 0.0
(3, 1, 0) 2.5 24 4.0 -12.0 0.0 0.0
(2, 2, 2) 3.0 8 0.0 0.0 0.0 0.0
(3, 2, 1) 3.5 48 0.0 0.0 0.0 0.0
(4, 0, 0) 4.0 6 -6.0 -6.0 -6.0 0.0
weight of k1 forced by star (1,1,0): 0.75
pair: first failure n=(4, 0, 0), |R|=2 a; exact below it: 7 stars, 7 lengths
pair: failing n,S: [((4, 0, 0), np.float64(-6.0)), ((4, 4, 0), np.float64(12.0)), ((4, 4, 4), np.float64(-8.0))]
ten: first failure n=(8, 0, 0), |R|=4 a; exact below it: 39 stars, 29 lengths
ten: failing n,S: [((8, 0, 0), np.float64(-6.0)), ((8, 8, 0), np.float64(12.0)), ((8, 8, 8), np.float64(-8.0))]
pair: mesh points 32, orbit sizes [24, 8]
ten: mesh points 256, orbit sizes [48, 24, 24, 24, 48, 24, 8, 24, 24, 8]
classes generated from pair with q=(1/8,1/8,1/8): 10
pair on unsymmetrized cos(k.R), n=(1,-1,0): 0.25
Gamma mesh: 32 points, 6 irreducible, S(4,0,0)=6.0
model: Delta=2.0 eV, t=1.0 eV
8k  weight  A(4,0,0)  A(8,0,0)  h (eV)  E (eV)
(6, 2, 2) 3/4 -6.0 6.0 -1.414214 -2.449490
(2, 2, 2) 1/4 -6.0 6.0 -4.242641 -4.690416
(7, 3, 1) 3/16 0.0 -6.0 -0.765367 -2.141445
(7, 1, 1) 3/32 0.0 -6.0 -1.847759 -2.722905
(5, 5, 1) 3/32 0.0 -6.0 -0.317025 -2.024970
(5, 3, 3) 3/32 0.0 -6.0 -0.765367 -2.141445
(5, 3, 1) 3/16 0.0 -6.0 -1.847759 -2.722905
(5, 1, 1) 3/32 0.0 -6.0 -2.930151 -3.547645
(3, 3, 3) 1/32 0.0 -6.0 -2.296101 -3.045009
(3, 3, 1) 3/32 0.0 -6.0 -3.378493 -3.926094
(3, 1, 1) 3/32 0.0 -6.0 -4.460885 -4.888711
(1, 1, 1) 1/32 0.0 -6.0 -5.543277 -5.893040
moment: exact (walks), pair, ten, in t^m
<h^2>: 6, 6.000, 6.000; W(4,0,0)=0, W(8,0,0)=0
<h^4>: 90, 84.000, 90.000; W(4,0,0)=1, W(8,0,0)=0
<h^6>: 1860, 1464.000, 1860.000; W(4,0,0)=66, W(8,0,0)=0
<h^8>: 44730, 26256.000, 44724.000; W(4,0,0)=3220, W(8,0,0)=1
zone average f0 = -2.99620096 eV
f(4, 0, 0) = 1.6257e-03 eV; S f: pair -9.7544e-03 eV, ten 0.0000e+00 eV
f(4, 4, 0) = -1.9721e-04 eV; S f: pair -2.3665e-03 eV, ten 0.0000e+00 eV
f(4, 4, 4) = 2.0588e-04 eV; S f: pair -1.6471e-03 eV, ten 0.0000e+00 eV
f(8, 0, 0) = 5.3836e-06 eV; S f: pair 3.2301e-05 eV, ten -3.2301e-05 eV
f(8, 8, 0) = 5.3782e-07 eV; S f: pair 6.4538e-06 eV, ten 6.4538e-06 eV
pair: average -3.00972125 eV, error -1.352029e-02 eV, series -1.352029e-02 eV
ten: average -2.99623322 eV, error -3.225669e-05 eV, series -3.225669e-05 eV
error ratio pair/ten = 419.1; decay rate asinh(Delta/2t) = 0.8814
\end{verbatim}
